**Edge field and magnetostatic energy of a uniformly magnetized cube**

For a cube of edge L with magnetization M along z, the transverse field at distance ρ from the middle of a charged-face edge tends to (M/2π) ln(bL/ρ), with b = 2√2/(3+√5), while the total energy is μ0M²L³/6. The program asserts that the closed field expressions agree with direct Coulomb integration over the charged faces, and that the edge and corner laws hold. It also asserts that the edges parallel to M show no divergence and that the axial field stays within M at the sampled points. Two separate volume integrals, one of the axial field inside the cube and one of H² over all space, both give a demagnetizing factor of 0.333333. Further assertions cover the energy near an edge, grid-cell averages, the bounded exchange response, the energy in atomic units and the logarithmic growth in a lattice of point dipoles. For a 20 nm cube with M = 800 kA/m, the output shows an energy of 6.69 eV and a transverse field of 0.673 T at the mid-edge site of the dipole lattice. A one-mode estimate of nonuniform tilt gives an energy gain of at most 2.9% of the magnetostatic energy within that mode.

## Program and output

```python
"""Edge field and magnetostatic energy of a uniformly magnetized cube.

Result under test: for magnetization M along z, the field component normal to
an edge of a charged face and lying in that face tends to
    (M / 2 pi) ln(b L / rho),   b = 2 sqrt(2) / (3 + sqrt(5)),
at mid-edge, while the component along M is bounded and the total energy is
mu0 M^2 L^3 / 6.
Symbols: L cube edge, rho distance from the cube edge, psi polar angle about
that edge from the outward x direction, mu0 vacuum permeability.
Internal lengths are in units of L, fields in units of M; the cube is centred
at the origin. Only the worked example uses SI and engineering units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

PI = np.pi
B_EDGE = 2 * np.sqrt(2) / (3 + np.sqrt(5))
C_AXIAL = np.arctan(1 / 3)


def panel_rule(breaks, order):
    """Composite Gauss-Legendre nodes and weights."""
    breaks = np.unique(breaks)
    t, w = np.polynomial.legendre.leggauss(order)
    half = np.diff(breaks) / 2
    mid = (breaks[1:] + breaks[:-1]) / 2
    return ((mid[:, None] + half[:, None] * t).ravel(),
            (half[:, None] * w).ravel())


def direct_field(point):
    """Coulomb integral over both charged faces, from the definition."""
    x, y, z = point
    steps = 2.0 ** -np.arange(0, 25)
    rules = []
    for c in (x, y):
        c = np.clip(c, -0.5, 0.5)
        br = np.concatenate(([-0.5, 0.5, c], c + steps, c - steps))
        rules.append(panel_rule(br[(br >= -0.5) & (br <= 0.5)], 8))
    (xs, wx), (ys, wy) = rules
    dx, dy = x - xs[:, None], y - ys[None, :]
    weight = wx[:, None] * wy[None, :]
    field = np.zeros(3)
    for sign in (1, -1):
        dz = z - sign / 2
        kernel = sign * weight / (dx**2 + dy**2 + dz**2) ** 1.5 / (4 * PI)
        field += [np.sum(kernel * dx), np.sum(kernel * dy),
                  np.sum(kernel) * dz]
    return field


def transverse_field(x, y, z):
    """x component: potential of line charges on the rims of the faces."""
    total = 0.0
    for sz in (1, -1):
        for sx in (1, -1):
            r = np.hypot(x - sx / 2, z - sz / 2)
            total = total + sz * sx * (np.arcsinh((0.5 - y) / r)
                                       + np.arcsinh((0.5 + y) / r))
    return total / (4 * PI)


def axial_field(x, y, z):
    """z component: signed solid angles of the two charged faces."""
    total = 0.0
    for sz in (1, -1):
        h = z - sz / 2
        for sx in (1, -1):
            for sy in (1, -1):
                u, v = sx / 2 - x, sy / 2 - y
                r = np.sqrt(u * u + v * v + h * h)
                total = total + sz * sx * sy * np.arctan(u * v / (h * r))
    return total / (4 * PI)


def edge_law(rho):
    return np.log(B_EDGE / rho) / (2 * PI)


def near_edge(rho, psi):
    return 0.5 + rho * np.cos(psi), 0.0, 0.5 + rho * np.sin(psi)


# Closed fields against the Coulomb integral
for p in [(0.1, 0.2, 0.15), (0.7, -0.3, 0.4), (0.45, 0.1, 0.47),
          (-0.2, 0.35, -0.9), near_edge(1e-4, -2.0)]:
    d = direct_field(p)
    assert abs(d[0] - transverse_field(*p)) < 1e-6
    assert abs(d[1] - transverse_field(p[1], p[0], p[2])) < 1e-6
    assert abs(d[2] - axial_field(*p)) < 1e-6

# Edge laws from several directions; remaining terms are of order rho
for rho in (1e-3, 1e-4):
    for psi in (-2.6, -1.8, 0.4, 2.3):
        d = direct_field(near_edge(rho, psi))
        assert abs(d[0] - edge_law(rho)) < rho
        assert abs(d[2] - (psi - C_AXIAL) / (2 * PI)) < rho

# Corner: half the coefficient in each transverse component
corner = [direct_field((0.5 - r, 0.5 - r, 0.5 - r)) for r in (1e-3, 1e-5)]
corner_slope = (corner[1][:2] - corner[0][:2]) / np.log(100)
assert np.allclose(corner_slope, 1 / (4 * PI), atol=3e-4)

# Edge parallel to M: no divergence
parallel = [direct_field((0.5 - r, 0.5 - r, 0.1)) for r in (1e-3, 1e-5)]
assert np.max(np.abs(parallel[1] - parallel[0])) < 2e-3

# Local sum rule and bound on the axial component
rng = np.random.default_rng(4)
q = rng.uniform(-0.499, 0.499, (3, 4000))
trace = (axial_field(q[0], q[1], q[2]) + axial_field(q[1], q[2], q[0])
         + axial_field(q[2], q[0], q[1]))
assert np.allclose(trace, -1, atol=1e-10)
outside = rng.uniform(-1, 1, (3, 4000))
assert np.max(np.abs(axial_field(*outside))) <= 1
assert np.max(np.abs(axial_field(*q))) <= 1

# Energy form one: average of the axial field inside the cube
inner = np.append(0.5 - 0.5 * 2.0 ** -np.arange(0, 11), 0.5)
s, ws = panel_rule(inner, 5)
X, Y, Z = np.meshgrid(s, s, s, indexing="ij")
W = 8 * ws[:, None, None] * ws[None, :, None] * ws[None, None, :]
HX, HZ = transverse_field(X, Y, Z), axial_field(X, Y, Z)
n_inside = -np.sum(W * HZ)
assert abs(n_inside - 1 / 3) < 1e-5

# Energy form two: squared field over all space, including the logarithms
k = np.arange(0, 9)
space = np.concatenate((0.5 - 0.5 * 2.0 ** -k, [0.5], 0.5 + 0.5 * 2.0 ** -k,
                        2.0 ** np.arange(1, 7)))
g, wg = panel_rule(space, 6)
gx, gy = g[:, None], g[None, :]
wxy = 8 * wg[:, None] * wg[None, :]
n_space = 0.0
for zz, wz in zip(g, wg):
    squared = 2 * transverse_field(gx, gy, zz)**2 + axial_field(gx, gy, zz)**2
    n_space += wz * np.sum(wxy * squared)
assert abs(n_space - 1 / 3) < 1e-4


def tube_formula(delta):
    """Integral of H^2 over a disc about the edge, in units M^2 L^2."""
    ell = np.log(B_EDGE / delta)
    return delta**2 / (4 * PI) * (ell**2 + ell + 0.5 + PI**2 / 3 + C_AXIAL**2)


def tube_numeric(delta):
    r, wr = panel_rule(np.append(delta * 2.0 ** -np.arange(0, 16), 0), 8)
    a, wa = panel_rule(np.linspace(-PI, PI, 9), 8)
    p = near_edge(r[:, None], a[None, :])
    h2 = transverse_field(*p)**2 + axial_field(*p)**2
    return np.sum(wr[:, None] * wa[None, :] * r[:, None] * h2)


for delta in (0.01, 0.002):
    assert abs(tube_numeric(delta) / tube_formula(delta) - 1) < 0.01


def cell_average(d):
    """Mean transverse field in a square cell touching the edge."""
    t, wt = panel_rule(np.append(d * 2.0 ** -np.arange(0, 16), 0), 8)
    h = transverse_field(0.5 - t[:, None], 0.0, 0.5 - t[None, :])
    return np.sum(wt[:, None] * wt[None, :] * h) / d**2


def cell_law(d):
    return edge_law(d) + (1.5 - PI / 4 - np.log(2) / 2) / (2 * PI)


for d in (0.01, 0.001):
    assert abs(cell_average(d) - cell_law(d)) < d

# Exchange response to a logarithmic torque is bounded at the edge
rs = sp.symbols("r", positive=True)
tilt = rs**2 * (sp.log(rs) - 1) / 4
assert sp.simplify(sp.diff(rs * sp.diff(tilt, rs), rs) / rs - sp.log(rs)) == 0
assert sp.limit(tilt, rs, 0, "+") == 0


def lattice_edge_field(n):
    """Transverse field at the mid-edge site of n^3 point dipoles (n odd)."""
    x = np.arange(n, dtype=float)[:, None, None]
    y = (np.arange(n, dtype=float) - n // 2)[None, :, None]
    z = np.arange(n, dtype=float)[None, None, :]
    r2 = x * x + y * y + z * z
    r2[0, n // 2, 0] = 1.0  # own site; its numerator is zero
    return np.sum(3 * x * z / r2**2.5) / (4 * PI)


N_SITES = 89
lattice_small, lattice_full = lattice_edge_field(45), lattice_edge_field(N_SITES)
lattice_slope = (lattice_full - lattice_small) / np.log(N_SITES / 45)
assert abs(lattice_slope - 1 / (2 * PI)) < 0.005

# Worked example: rough permalloy-like parameters
L_nm, Ms, A_ex, T, B_bias = 20.0, 8.0e5, 1.3e-11, 300.0, 0.1
mu0, eV = const.mu_0, const.e
L = L_nm * 1e-9
V = L**3
B_M = mu0 * Ms
energy = mu0 * Ms**2 * V / 6
kT = const.k * T

# Same energy in Hartree atomic units, where mu0 = 4 pi alpha^2
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
M_au = Ms * a0**3 / (const.e * const.hbar / const.m_e)
energy_au = 4 * PI * const.alpha**2 * M_au**2 * (L / a0)**3 / 6
assert abs(energy_au * hartree / energy - 1) < 1e-7

# One flower mode: transverse m = eps * (4 x z, 4 y z) in units of L
ux, uy = 4 * X * Z, 4 * Y * Z
drive = mu0 * Ms**2 * V * 2 * np.sum(W * HX * ux)
grad2 = np.sum(W * 16 * (X**2 + Y**2 + 2 * Z**2)) / L**2
stiff = (2 * A_ex * V * grad2
         + Ms * V * np.sum(W * (B_M * HZ + B_bias) * (ux**2 + uy**2)))
assert drive > 0 and stiff > 0
eps = drive / stiff
gain = drive**2 / (2 * stiff)
wander = np.sqrt(2 * kT / (Ms * V * B_bias))
l_ex = np.sqrt(2 * A_ex / (mu0 * Ms**2))

print(f"cube edge L = {L_nm:.1f} nm")
print(f"magnetization M = {Ms / 1e3:.0f} kA/m (rough)")
print(f"exchange stiffness A = {A_ex * 1e12:.0f} pJ/m (rough)")
print(f"temperature = {T:.0f} K; bias field = {B_bias:.2f} T")
print(f"mu0 M = {B_M:.4f} T")
print(f"edge constant b = {B_EDGE:.4f}; b L = {B_EDGE * L_nm:.3f} nm")
print(f"field gain per tenfold approach = {B_M*np.log(10)/(2*PI):.4f} T")
print("inside, on the edge bisector: rho, mu0 Hx direct, law, mu0 Hz")
for rho_nm in (2.0, 1.0, 0.1, 0.01, 0.001):
    f = direct_field(near_edge(rho_nm / L_nm, -0.75 * PI))
    print(f"  {rho_nm:.3f} nm: {B_M*f[0]:.4f} T, "
          f"{B_M*edge_law(rho_nm/L_nm):.4f} T, {B_M*f[2]:.4f} T")
print(f"rho where law gives Hx = M: {B_EDGE*L_nm*np.exp(-2*PI):.4f} nm")
print(f"corner slope of Hx/M per ln(1/r) = {corner_slope[0]:.5f}")
print(f"1/(4 pi) = {1/(4*PI):.5f}; 1/(2 pi) = {1/(2*PI):.5f}")
print(f"N from axial field inside = {n_inside:.6f}")
print(f"N from H^2 over all space = {n_space:.6f}")
print(f"total magnetostatic energy = {energy / eV:.4f} eV")
print(f"total magnetostatic energy = {energy_au:.5f} hartree")
print(f"thermal energy kT = {kT / eV:.5f} eV")
print("8 edge tubes, mid-edge estimate: radius, energy, share of total")
for delta_nm in (1.0, 0.1, 0.01):
    part = 8 * tube_numeric(delta_nm / L_nm) * mu0 * Ms**2 * V / 2
    print(f"  {delta_nm:.2f} nm: {part/eV:.3e} eV, {100*part/energy:.5f} %")
print("edge-cell average of mu0 Hx: cell side, quadrature, law")
for d_nm in (2.0, 1.0, 0.5, 0.25):
    print(f"  {d_nm:.2f} nm: {B_M*cell_average(d_nm/L_nm):.4f} T, "
          f"{B_M*cell_law(d_nm/L_nm):.4f} T")
site_rho = L_nm / N_SITES / np.sqrt(2)
print(f"dipole lattice: {N_SITES} sites per edge, "
      f"spacing {L_nm/N_SITES:.4f} nm")
print(f"edge-site distance from cube edge = {site_rho:.4f} nm")
print(f"edge-site mu0 Hx, dipole lattice = {B_M*lattice_full:.4f} T")
print(f"continuum law at that distance = {B_M*edge_law(site_rho/L_nm):.4f} T")
print(f"lattice slope of Hx/M per ln(n) = {lattice_slope:.5f}")
print(f"exchange length = {l_ex * 1e9:.3f} nm")
print(f"flower tilt at mid-edge, upper estimate = {np.degrees(eps):.2f} deg")
print(f"flower energy gain, upper estimate = {gain / eV:.4f} eV")
print(f"flower gain / magnetostatic energy = {100 * gain / energy:.2f} %")
print(f"thermal rms tilt of whole moment = {np.degrees(wander):.2f} deg")
print("PASS")
```

Printed output:

```
cube edge L = 20.0 nm
magnetization M = 800 kA/m (rough)
exchange stiffness A = 13 pJ/m (rough)
temperature = 300 K; bias field = 0.10 T
mu0 M = 1.0053 T
edge constant b = 0.5402; b L = 10.804 nm
field gain per tenfold approach = 0.3684 T
inside, on the edge bisector: rho, mu0 Hx direct, law, mu0 Hz
  2.000 nm: 0.2651 T, 0.2699 T, -0.4103 T
  1.000 nm: 0.3780 T, 0.3808 T, -0.4196 T
  0.100 nm: 0.7489 T, 0.7492 T, -0.4276 T
  0.010 nm: 1.1176 T, 1.1176 T, -0.4284 T
  0.001 nm: 1.4860 T, 1.4860 T, -0.4285 T
rho where law gives Hx = M: 0.0202 nm
corner slope of Hx/M per ln(1/r) = 0.07962
1/(4 pi) = 0.07958; 1/(2 pi) = 0.15915
N from axial field inside = 0.333333
N from H^2 over all space = 0.333333
total magnetostatic energy = 6.6930 eV
total magnetostatic energy = 0.24596 hartree
thermal energy kT = 0.02585 eV
8 edge tubes, mid-edge estimate: radius, energy, share of total
  1.00 nm: 3.779e-01 eV, 5.64552 %
  0.10 nm: 9.743e-03 eV, 0.14558 %
  0.01 nm: 1.907e-04 eV, 0.00285 %
edge-cell average of mu0 Hx: cell side, quadrature, law
  2.00 nm: 0.3253 T, 0.3288 T
  1.00 nm: 0.4377 T, 0.4397 T
  0.50 nm: 0.5495 T, 0.5506 T
  0.25 nm: 0.6609 T, 0.6615 T
dipole lattice: 89 sites per edge, spacing 0.2247 nm
edge-site distance from cube edge = 0.1589 nm
edge-site mu0 Hx, dipole lattice = 0.6734 T
continuum law at that distance = 0.6751 T
lattice slope of Hx/M per ln(n) = 0.15983
exchange length = 5.686 nm
flower tilt at mid-edge, upper estimate = 9.22 deg
flower energy gain, upper estimate = 0.1933 eV
flower gain / magnetostatic energy = 2.89 %
thermal rms tilt of whole moment = 6.52 deg
PASS
```
